# Nunes-Vanderbilt functional for a Rice-Mele chain in an electric field: verification in Python

```python
"""Nunes-Vanderbilt functional for a spinless Rice-Mele chain (e = a = 1, energies in eV).
Tested: closed formulas for E0, Wannier centre and susceptibility against a Wilson loop
and open chains; k-space form, translation rule, derivatives and instability curvature
of the functional; its truncated minima against the exact P(0), alpha and P(F)."""
import numpy as np
from scipy.constants import e, epsilon_0

t1, t2, Dl, eta, a_m, F0 = 1.0, 0.5, 0.6, 2.0, 5e-10, 0.02
LD = np.longdouble
rng = np.random.default_rng(1)

def chain(cells):
    n = 2 * len(cells)
    hop = np.tile([-t1, -t2], len(cells))[:n - 1]
    H = np.diag(np.tile([Dl, -Dl], len(cells))) + np.diag(hop, 1) + np.diag(hop, -1)
    return H, np.repeat(cells, 2) + np.tile([-0.25, 0.25], len(cells))

def setup(R, shift=eta):
    """Quadratic forms of S_l, (H-eta)_l0 and x_l0 for l = -2R..2R."""
    M = 3 * R + 2
    H, x = chain(np.arange(-M, M + 1))
    ops = (np.eye(len(x)), H - shift * np.eye(len(x)), np.diag(x))
    i0 = np.arange(2 * (M - R), 2 * (M + R + 1))
    out = []
    for O in ops:
        A = np.array([O[np.ix_(i0 + 2 * l, i0)] for l in range(-2 * R, 2 * R + 1)])
        out.append(((A + A.transpose(0, 2, 1)) / 2).astype(LD))
    return out

def derivs(S, G, w):
    """Value (extended precision), gradient, Hessian of 2 G_00 - sum_l S_l G_l0."""
    wl, c = w.astype(LD), len(S) // 2
    Sw, Gw = S @ wl, G @ wl
    s, g = Sw @ wl, Gw @ wl
    grad = 4 * Gw[c] - 2 * (g @ Sw + s @ Gw)
    Sf, Gf = S.astype(float), G.astype(float)
    B = Sw.astype(float).T @ Gw.astype(float)
    K = 4 * Gf[c] - 4 * (B + B.T) - 2 * (np.tensordot(g.astype(float), Sf, 1)
                                         + np.tensordot(s.astype(float), Gf, 1))
    return 2 * g[c] - s @ g, grad.astype(float), K

def step(g, K, mu, radius):
    lam, V = np.linalg.eigh(K)
    p = -V @ ((V.T @ g) * np.abs(lam) / (lam**2 + mu**2))
    return p * min(1.0, radius / (np.linalg.norm(p) + 1e-300))

def minimize(S, G, w):
    """Capped Newton step, then relaxation of the stiffer modes (curved gauge valley)."""
    radius = 0.1
    E, g, K = derivs(S, G, w)
    for _ in range(600):
        lam, V = np.linalg.eigh(K)
        dec = np.sum((V.T @ g)**2 / np.abs(lam))
        if lam[0] > 0 and dec < 1e-20:
            return w, E, K, lam[0]
        v = w + step(g, K, 1e-15, radius)
        for mu in (1e-2, 1e-4, 1e-6, 1e-3, 1e-3):
            v = v + step(*derivs(S, G, v)[1:], mu, radius)
        En, gn, Kn = derivs(S, G, v)
        if En <= E + 1e-17 or (lam[0] > 0 and dec < 1e-15):
            w, E, g, K, radius = v, En, gn, Kn, min(2 * radius, 0.3)
        else:
            radius /= 4
    raise AssertionError("no converged local minimum")

def Hk(k):
    h = -t1 * np.exp(0.5j * k) - t2 * np.exp(-0.5j * k)
    return np.moveaxis(np.array([[Dl + 0 * h, h], [h.conj(), -Dl + 0 * h]]), 2, 0)

# closed formulas (periodic trapezoid rule) and exact Wannier functions
k = 2 * np.pi * np.arange(256) / 256
q = t1 + t2 * np.exp(-1j * k)
eps = np.sqrt(Dl**2 + abs(q)**2)
E0 = -eps.mean()
xbar = np.mean(Dl * (t1**2 - t2**2) / (4 * eps * abs(q)**2))
alpha = np.mean((Dl**2 * (t1**2 + t2**2 - 2 * t1 * t2 * np.cos(k))
                 + (t1**2 - t2**2)**2) / (16 * eps**5))
gap = 2 * np.hypot(Dl, t1 - t2)
kappa = np.arccosh((Dl**2 + t1**2 + t2**2) / (2 * t1 * t2))
ch = np.sqrt((eps + Dl) / (2 * eps))
phi_v = np.array([q * ch / (eps + Dl), ch])
phi_c = np.array([ch, -q.conj() * ch / (eps + Dl)])

def wannier(phi, cells):
    return (np.exp(1j * np.outer(cells, k)) @ phi.T / len(k)).real.ravel()

# Wilson loop from numerical eigenvectors
u = np.linalg.eigh(Hk(2 * np.pi * np.arange(2000) / 2000))[1][:, :, 0]
un = np.vstack([u[1:], u[0] * np.exp(-2j * np.pi * np.array([-0.25, 0.25]))])
x_wilson = -np.angle(np.prod(np.sum(u.conj() * un, axis=1))) / (2 * np.pi)
assert abs(x_wilson - xbar) < 1e-6

def open_chain(N, F):
    cells = np.arange(N) - (N - 1) / 2
    H, x = chain(cells)
    ev, U = np.linalg.eigh(H + F * np.diag(x))
    xm = U.T @ (x[:, None] * U)
    sos = 2 * np.sum(xm[N:, :N]**2 / (ev[N:, None] - ev[None, :N]))
    return np.array([ev[:N].sum(), np.trace(xm[:N, :N]) - cells.sum(), sos])

oc0, ocF = (open_chain(31, F) - open_chain(30, F) for F in (0.0, F0))
assert np.allclose(oc0, [E0, xbar, alpha], rtol=0, atol=1e-8)
tail = np.linalg.norm(wannier(phi_v, np.array([20, 21])).reshape(2, 2), axis=1)
rate = np.log(tail[0] / tail[1])
assert 0 < rate - kappa < 0.06      # power-law prefactor adds O(1/l)

# k-space form, derivatives and translation rule on a non-orthonormal orbital
S2, H2, X2 = setup(2)
wr = wannier(phi_v, np.arange(-2, 3)) + 0.1 * rng.standard_normal(10)
Ft, xs = 0.3, chain(np.arange(-2, 3))[1]
def u_of(kk):
    return (np.exp(-1j * np.outer(kk, xs)) * wr).reshape(-1, 5, 2).sum(axis=1)
def unit(z):
    return z / np.linalg.norm(z, axis=1)[:, None]
sk, uh = np.sum(abs(u_of(k))**2, axis=1), unit(u_of(k))
Ak = np.sum(uh.conj() * 1j * (unit(u_of(k + 1e-5)) - unit(u_of(k - 1e-5))), axis=1).real / 2e-5
hk = np.einsum("ka,kab,kb->k", uh.conj(), Hk(k), uh).real
Er, gr, Kr = derivs(S2, H2 + Ft * X2, wr)
assert abs(float(Er) - np.mean((1 - (1 - sk)**2) * (hk - eta + Ft * Ak))) < 1e-7
d = rng.standard_normal(10)
dp, dm = (derivs(S2, H2 + Ft * X2, wr + s * 1e-5 * d) for s in (1, -1))
assert abs(float(dp[0] - dm[0]) / 2e-5 - gr @ d) < 1e-5
assert np.allclose((dp[1] - dm[1]) / 2e-5, Kr @ d, rtol=0, atol=1e-5)
S6, H6, X6 = setup(6)
wa, wb = np.zeros(26), np.zeros(26)
wa[8:18], wb[2:12] = wr, wr          # centred, and moved by -3 cells
dE = float(derivs(S6, H6 + Ft * X6, wb)[0] - derivs(S6, H6 + Ft * X6, wa)[0])
assert abs(dE + 3 * Ft * (1 - np.mean((1 - sk)**2))) < 1e-12

# curvature for a conduction Wannier function m cells downfield
m, cl = 4, np.arange(-14, 15)
Sb, Hb, Xb = setup(14)
dc = wannier(phi_c, cl + m)
curv = 0.5 * dc @ derivs(Sb, Hb + Ft * Xb, wannier(phi_v, cl))[2] @ dc
curv_f = -2 * E0 - Ft * (m + 2 * xbar)
assert abs(curv - curv_f) < 1e-6

print(f"inputs: t1={t1} t2={t2} Delta={Dl} eta={eta} eV, a={a_m*1e10:.1f} Angstrom")
print(f"gap = {gap:.6f} eV, band top = {eps.max():.6f} eV")
print(f"kappa = {kappa:.6f} 1/a, exp(-2 kappa) = {np.exp(-2*kappa):.6f}, tail rate l=20->21 = {rate:.6f} 1/a")
print(f"E0: formula {E0:.10f}, open chain {oc0[0]:.10f} eV")
print(f"xbar: formula {xbar:.10f}, Wilson {x_wilson:.8f}, open chain {oc0[1]:.10f} a")
print(f"alpha: formula {alpha:.10f}, open chain {oc0[2]:.10f} e^2 a/eV")
print(f"translation test eFa={Ft} eV, m=-3: D = {np.mean((1-sk)**2):.8f}, dE = {dE:.8f} eV")
print(f"curvature m={m}, eFa={Ft} eV: Hessian {curv:.8f}, formula {curv_f:.8f} eV")
print("R  Etrial-E0(eV) E_R-E0(eV)  D_R  X_R(a)  X_R-xbar  alpha_R(e^2a/eV)  rel.err  lam_min(eV)")

def solve(R, shift):
    S, H, X = setup(R, shift)
    w0 = wannier(phi_v, np.arange(-R, R + 1))
    w, E, K, lmin = minimize(S, H, w0)
    XR, gX, _ = derivs(S, X, w)
    s = ((S @ w) @ w).astype(float)
    s[2 * R] -= 1
    return (w, float(derivs(S, H, w0)[0] + shift), float(E + shift), s @ s,
            float(XR), gX @ np.linalg.solve(K, gX), lmin)

for R in range(7):
    w, Etr, ER, D, XR, aR, lmin = solve(R, eta)
    assert E0 - 1e-14 <= ER <= Etr + 1e-14
    print(f"{R}  {Etr-E0:.3e} {ER-E0:.3e} {D:.2e} {XR:.9f} {XR-xbar:+.2e} {aR:.9f} {aR/alpha-1:+.2e} {lmin:.2e}")
    if R == 1:
        w1 = w
assert abs(XR - xbar) < 1e-5 and abs(aR / alpha - 1) < 5e-4   # truncation error at R = 6
print("R=1 orbital (A,B in cells -1,0,1):", " ".join(f"{c:.6f}" for c in w1))
r3 = solve(2, 3.0)
print(f"R=2, eta=3 eV: E-E0 = {r3[2]-E0:.3e} eV, X = {r3[4]:.9f} a, alpha = {r3[5]:.9f} e^2 a/eV")

def in_field(F):
    v, E, _, lmin = minimize(S6, H6 + F * X6, w)
    return float(E + eta), float(derivs(S6, X6, v)[0]), lmin

h = 1e-3
(Ep, Xp, _), (Em, Xm, _) = in_field(h), in_field(-h)
assert abs((Ep - Em) / (2 * h) - XR) < 1e-6 and abs(-(Xp - Xm) / (2 * h) - aR) < 2e-5
print(f"R=6, eFa=+-{h} eV: dE/d(eF) = {(Ep-Em)/(2*h):.8f} a, dP/dF = {-(Xp-Xm)/(2*h):.8f} e^2 a/eV")
EF, XF, lF = in_field(F0)
assert abs(XF - ocF[1]) < 1e-5 and abs(EF - ocF[0]) < 1e-6
print(f"field eFa = {F0} eV, F = {F0/a_m*1e-9:.4f} V/nm, eFaR (R=6) = {6*F0:.2f} eV, lam_min = {lF:.2e} eV")
print(f"E(F): NV {EF:.9f}, open chain {ocF[0]:.9f}, quadratic {E0+F0*xbar-alpha*F0**2/2:.9f} eV")
print(f"P(F): NV {-XF:.8f}, open chain {-ocF[1]:.8f}, linear {-xbar+alpha*F0:.8f} e")
print(f"P(0) = {-xbar:.8f} e, Berry phase 2 pi xbar/a = {2*np.pi*xbar:.6f} rad")
print(f"area a^2: quantum e/a^2 = {e/a_m**2:.5f} C/m^2, P(0) = {-xbar*e/a_m**2:.5f} C/m^2")
print(f"e/(eps0 a 1V) = {e/(epsilon_0*a_m):.4f}, chi_e = {alpha*e/(epsilon_0*a_m):.4f} (dimensionless)")
print("ALL CHECKS PASSED")
```

It prints:

```
inputs: t1=1.0 t2=0.5 Delta=0.6 eta=2.0 eV, a=5.0 Angstrom
gap = 1.562050 eV, band top = 1.615549 eV
kappa = 1.054934 1/a, exp(-2 kappa) = 0.121254, tail rate l=20->21 = 1.093049 1/a
E0: formula -1.2348955491, open chain -1.2348955491 eV
xbar: formula 0.1556423978, Wilson 0.15564242, open chain 0.1556423978 a
alpha: formula 0.0686608307, open chain 0.0686608307 e^2 a/eV
translation test eFa=0.3 eV, m=-3: D = 0.08683989, dE = -0.82184410 eV
curvature m=4, eFa=0.3 eV: Hessian 1.17640566, formula 1.17640566 eV
R  Etrial-E0(eV) E_R-E0(eV)  D_R  X_R(a)  X_R-xbar  alpha_R(e^2a/eV)  rel.err  lam_min(eV)
0  7.548e-02 6.871e-02 1.23e-32 0.128623939 -2.70e-02 0.039406844 -4.26e-01 4.66e+00
1  1.952e-03 1.796e-03 1.82e-04 0.154952538 -6.90e-04 0.062845865 -8.47e-02 2.43e-01
2  1.393e-04 9.935e-05 1.99e-06 0.155604214 -3.82e-05 0.067596097 -1.55e-02 3.76e-03
3  1.183e-05 4.141e-06 2.61e-07 0.155647633 +5.24e-06 0.068541937 -1.73e-03 2.59e-04
4  1.086e-06 3.140e-07 2.25e-08 0.155643000 +6.02e-07 0.068643349 -2.55e-04 8.49e-06
5  1.046e-07 3.790e-09 8.59e-10 0.155642415 +1.76e-08 0.068660157 -9.81e-06 6.11e-06
6  1.041e-08 2.484e-10 5.51e-11 0.155642399 +1.38e-09 0.068660762 -1.00e-06 1.27e-08
R=1 orbital (A,B in cells -1,0,1): -0.060494 -0.028395 0.455143 0.871121 0.168453 -0.026516
R=2, eta=3 eV: E-E0 = 1.009e-04 eV, X = 0.155603465 a, alpha = 0.067587112 e^2 a/eV
R=6, eFa=+-0.001 eV: dE/d(eF) = 0.15564240 a, dP/dF = 0.06866079 e^2 a/eV
field eFa = 0.02 eV, F = 0.0400 V/nm, eFaR (R=6) = 0.12 eV, lam_min = 1.49e-08 eV
E(F): NV -1.231796458, open chain -1.231796459, quadratic -1.231796433 eV
P(F): NV -0.15426533, open chain -0.15426533, linear -0.15426918 e
P(0) = -0.15564240 e, Berry phase 2 pi xbar/a = 0.977930 rad
area a^2: quantum e/a^2 = 0.64087 C/m^2, P(0) = -0.09975 C/m^2
e/(eps0 a 1V) = 36.1903, chi_e = 2.4849 (dimensionless)
ALL CHECKS PASSED
```
